**Quadratic level width in an electron gas, evaluated for aluminium**

The program tests $\Gamma=C[\xi^2+(\pi kT)^2]$ for the width of a level at energy $\xi$ from the Fermi energy $E_F$ in a three-dimensional electron gas at temperature $T$. Here $\Gamma$ is the sum of the out-rate and the in-rate, and $C$ follows from the static screened interaction. The program asserts that a direct count of pair states, the thermal energy integrals and the closed form of $C$ agree with their derived formulas. It also evaluates the golden-rule collision integral without a low-energy expansion and asserts agreement with the formula within 3 percent at $T=0$, $\xi=0.01E_F$, and within 4 percent in two thermal cases. The computed ratios lie between 0.990 and 0.996, and the exponent found between $0.01E_F$ and $0.02E_F$ is 1.987. For aluminium as a free-electron gas at $\xi=1$ eV the output gives $\Gamma=0.0146$ eV, a lifetime of about 45 fs. The unexpanded integral is 7 percent lower there, and Lindhard screening raises the width by about 6 percent.

## Check in Python

```python
# Result under test: the width of an electron level in a 3D electron gas,
#   Gamma = hbar/tau = C * [xi^2 + (pi k T)^2],   xi = E - EF,
#   C = integral_0^{2 kF} W(q)^2 dq / (8 pi^3 kF)   (atomic units),
# for xi and kT much smaller than EF. Gamma = out-rate + in-rate.
# W(q) is the static screened interaction, kF the Fermi wave number,
# kappa the Thomas-Fermi screening wave number, f and n the Fermi and
# Bose functions. Exchange, bands and phonons are left out.
# Example: aluminium as a free-electron gas with 3 electrons per atom.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit
from scipy.stats import qmc

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] / const.angstrom
K_B = const.k / const.e                  # eV per kelvin
HBAR_FS = const.hbar / const.e * 1e15    # eV fs


def fermi(energy, temp):
    return expit(-energy / temp)


def coefficient_tf(k_f, kappa):
    """Closed form of C for Thomas-Fermi screening."""
    x = 2 * k_f / kappa
    return (np.arctan(x) + x / (1 + x**2)) / (np.pi * k_f * kappa**3)


def lindhard(x):
    """Static Lindhard factor, x = q / (2 kF)."""
    return 0.5 + (1 - x**2) / (4 * x) * np.log(abs((1 + x) / (1 - x)))


def collision_rate(k_f, kappa, xi, temp, seed=1, log2_points=18):
    """Golden-rule out-rate plus in-rate, no low-energy expansion.

    Partner momentum p; final pair P/2 +- r*n with P = k + p and
    r = |k - p|/2 fixed by energy conservation. Samples cover all
    collisions allowed at temp = 0, with a thermal margin otherwise.
    """
    s = qmc.Sobol(4, seed=seed).random_base2(log2_points).T
    e_f = k_f**2 / 2
    e_k = e_f + xi
    k = np.sqrt(2 * e_k)
    margin = 12 * temp
    low, high = e_f - xi - 2 * margin, e_f + margin
    e_p = low + (high - low) * s[0]
    p = np.sqrt(2 * e_p)
    cos_kp = -1 + 2 * s[1]**2            # jacobian 4*s[1]
    total = np.sqrt(np.maximum(k**2 + p**2 + 2*k*p*cos_kp, 1e-18))
    rel = np.sqrt(np.maximum(k**2 + p**2 - 2*k*p*cos_kp, 1e-18)) / 2
    half_range = (e_k + e_p) / 2 - e_f + margin
    u_max = np.minimum(1, 2 * half_range / (total * rel))
    u = u_max * (2 * s[2] - 1)
    phi = 2 * np.pi * s[3]
    cos_a = np.clip((k**2 - p**2) / (2 * rel * total), -1, 1)
    cos_g = cos_a * u + np.sqrt((1 - cos_a**2) * (1 - u**2)) * np.cos(phi)
    q2 = 2 * rel**2 * (1 - cos_g)
    w2 = (4 * np.pi / (q2 + kappa**2))**2
    if temp > 0:
        e_1 = (e_k + e_p + total * rel * u) / 2
        e_2 = e_k + e_p - e_1
        f_p, f_1, f_2 = (fermi(e - e_f, temp) for e in (e_p, e_1, e_2))
        occupation = f_p*(1 - f_1)*(1 - f_2) + (1 - f_p)*f_1*f_2
    else:
        occupation = 1.0
    partner = (high - low) * p * 2 * np.pi * 4 * s[1]
    final = rel / 2 * 2 * u_max * 2 * np.pi
    spin_and_pi = 2 * 2 * np.pi / (2 * np.pi)**6
    return spin_and_pi * np.mean(partner * final * w2 * occupation)


# ---------- aluminium as a free-electron gas ----------
lattice = 4.05            # angstrom, rounded measured fcc lattice constant
valence = 3
density = 4 * valence / lattice**3
k_f = (3 * np.pi**2 * density)**(1 / 3) * BOHR
e_f = k_f**2 / 2
kappa = np.sqrt(4 * k_f / np.pi)
c_tf = coefficient_tf(k_f, kappa)

# ---------- closed q-integral against quadrature ----------
w2_integral = quad(lambda q: (4*np.pi / (q**2 + kappa**2))**2, 0, 2*k_f)[0]
assert abs(w2_integral / (8 * np.pi**3 * k_f) / c_tf - 1) < 1e-8

# ---------- Lindhard factor against its momentum integral ----------
for q in (0.5, 1.3):      # in units of kF
    direct = quad(lambda p: p * np.log(abs((2*p + q) / (2*p - q))) / q,
                  0, 1, points=[q / 2], limit=200)[0]
    assert abs(direct - lindhard(q / 2)) < 1e-6
w2_lind = quad(lambda q: (4*np.pi / (q**2 + kappa**2
               * lindhard(q / (2*k_f))))**2, 0, 2*k_f, limit=200)[0]
c_lind = w2_lind / (8 * np.pi**3 * k_f)

# ---------- pair density omega/(2 pi^2 q): count states, kF = 1 ----------
q, omega_max = 1.0, 0.1
s = qmc.Sobol(3, seed=5).random_base2(18).T
px, py, pz = 2*s[0] - 1, 2*s[1] - 1, -0.6 + 0.3*s[2]
side2 = px**2 + py**2
allowed = ((side2 + pz**2 < 1) & (side2 + (pz + q)**2 > 1)
           & (q*pz + q**2/2 < omega_max))
counted = 2 / (2*np.pi)**3 * (2 * 2 * 0.3) * np.mean(allowed)
pair_ratio = counted / (omega_max**2 / (4 * np.pi**2 * q))
assert abs(pair_ratio - 1) < 0.03   # sampling error of the count

# ---------- energy phase space at finite temperature, kT = 1 ----------
step = 0.25
grid = np.arange(-80, 80 + step / 2, step)
e2, e3 = np.meshgrid(grid, grid, indexing="ij")
for xi in (0.0, 1.5, 6.0):
    e4 = xi + e2 - e3
    out = np.sum(fermi(e2, 1)*fermi(-e3, 1)*fermi(-e4, 1)) * step**2
    into = np.sum(fermi(-e2, 1)*fermi(e3, 1)*fermi(e4, 1)) * step**2
    assert abs((out + into) / ((xi**2 + np.pi**2) / 2) - 1) < 1e-6
    assert abs(out / (out + into) - fermi(-xi, 1)) < 1e-6
    # the Fermi part of the one-dimensional thermal integral
    part = (quad(lambda w: w * fermi(w - xi, 1), 0, 60)[0]
            - quad(lambda w: w * fermi(xi - w, 1), -60, 0)[0])
    assert abs(part - (xi**2 / 2 + np.pi**2 / 6)) < 1e-6
bose = 2 * quad(lambda w: w / np.expm1(w), 0, 60)[0]
assert abs(bose - np.pi**2 / 3) < 1e-6
for w in (0.7, -2.0):     # partner count omega*(1 + n)
    count = np.sum(fermi(grid, 1) * fermi(-grid - w, 1)) * step
    assert abs(count - w / (-np.expm1(-w))) < 1e-6

# ---------- full collision integral against C*(xi^2 + (pi kT)^2) ----------
# tolerances cover corrections of relative order xi/EF and sampling error
small = 0.01 * e_f
rate_1 = collision_rate(k_f, kappa, small, 0)
rate_2 = collision_rate(k_f, kappa, 2 * small, 0)
ratio_cold = rate_1 / (c_tf * small**2)
exponent = np.log2(rate_2 / rate_1)
assert abs(ratio_cold - 1) < 0.03
assert abs(exponent - 2) < 0.05
temp = 0.004 * e_f
ratio_warm = []
for xi in (0.0, small):
    rate = collision_rate(k_f, kappa, xi, temp, log2_points=19)
    ratio_warm.append(rate / (c_tf * (xi**2 + (np.pi * temp)**2)))
    assert abs(ratio_warm[-1] - 1) < 0.04

# ---------- aluminium at 1 eV ----------
xi_ev = 1.0
c_ev = c_tf / HARTREE                    # 1/eV
gamma = c_ev * xi_ev**2
tau = HBAR_FS / gamma
velocity = k_f * const.physical_constants[
    "atomic unit of velocity"][0] * 1e-5  # angstrom per fs
full = [collision_rate(k_f, kappa, xi_ev / HARTREE, 0, seed) * HARTREE
        for seed in (1, 2)]
assert abs(full[0] / full[1] - 1) < 0.01
assert abs(full[0] / gamma - 1) < 0.15
gamma_lind = c_lind / HARTREE * xi_ev**2
kelvin = 300.0
pi_kt = np.pi * K_B * kelvin
gamma_ef = c_ev * pi_kt**2

print(f"lattice constant (input)             {lattice:.2f} angstrom")
print(f"valence electrons per atom (input)   {valence}")
print(f"electron density                     {density:.4f} angstrom^-3")
print(f"Fermi wave number kF                 {k_f/BOHR:.3f} angstrom^-1")
print(f"Fermi energy EF                      {e_f*HARTREE:.2f} eV")
print(f"Thomas-Fermi kappa                   {kappa/BOHR:.3f} angstrom^-1")
print(f"x = 2 kF/kappa                       {2*k_f/kappa:.3f}")
print(f"bracket arctan x + x/(1+x^2)         "
      f"{c_tf*np.pi*k_f*kappa**3:.3f}")
print(f"coefficient C                        {c_ev:.5f} eV^-1")
print(f"C*EF (dimensionless)                 {c_tf*e_f:.3f}")
print(f"excitation energy xi (input)         {xi_ev:.1f} eV")
print(f"dimensional guess xi^2/EF            "
      f"{xi_ev**2/(e_f*HARTREE):.4f} eV")
print(f"width Gamma at xi, T=0               {gamma:.5f} eV")
print(f"lifetime hbar/Gamma                  {tau:.1f} fs")
print(f"Fermi velocity                       {velocity:.2f} angstrom/fs")
print(f"distance vF*tau                      {velocity*tau:.0f} angstrom")
print(f"Gamma, unexpanded collision integral {full[0]:.5f} eV")
print(f"unexpanded / formula at xi           {full[0]/gamma:.3f}")
print(f"Gamma with Lindhard screening        {gamma_lind:.5f} eV")
print(f"lifetime with Lindhard screening     "
      f"{HBAR_FS/gamma_lind:.1f} fs")
print(f"temperature (input)                  {kelvin:.0f} K")
print(f"kT                                   {K_B*kelvin:.5f} eV")
print(f"pi*kT                                {pi_kt:.4f} eV")
print(f"(pi*kT)^2                            {pi_kt**2:.5f} eV^2")
print(f"Gamma at xi and 300 K                "
      f"{c_ev*(xi_ev**2 + pi_kt**2):.5f} eV")
print(f"thermal addition relative to T=0     "
      f"{100*pi_kt**2/xi_ev**2:.2f} percent")
print(f"Gamma at EF and 300 K                {gamma_ef:.3e} eV")
print(f"hbar/Gamma at EF and 300 K           {HBAR_FS/gamma_ef:.0f} fs")
print(f"test: counted / predicted pairs      {pair_ratio:.3f}")
print(f"test: integral/formula, xi=0.01 EF   {ratio_cold:.3f}")
print(f"test: exponent from 0.01 to 0.02 EF  {exponent:.3f}")
print(f"test: kT=0.004 EF, xi=0              {ratio_warm[0]:.3f}")
print(f"test: kT=0.004 EF, xi=0.01 EF        {ratio_warm[1]:.3f}")
print("tests ok")
```

Printed output:

```
lattice constant (input)             4.05 angstrom
valence electrons per atom (input)   3
electron density                     0.1806 angstrom^-3
Fermi wave number kF                 1.749 angstrom^-1
Fermi energy EF                      11.65 eV
Thomas-Fermi kappa                   2.051 angstrom^-1
x = 2 kF/kappa                       1.705
bracket arctan x + x/(1+x^2)         1.477
coefficient C                        0.01459 eV^-1
C*EF (dimensionless)                 0.170
excitation energy xi (input)         1.0 eV
dimensional guess xi^2/EF            0.0858 eV
width Gamma at xi, T=0               0.01459 eV
lifetime hbar/Gamma                  45.1 fs
Fermi velocity                       20.25 angstrom/fs
distance vF*tau                      913 angstrom
Gamma, unexpanded collision integral 0.01354 eV
unexpanded / formula at xi           0.928
Gamma with Lindhard screening        0.01544 eV
lifetime with Lindhard screening     42.6 fs
temperature (input)                  300 K
kT                                   0.02585 eV
pi*kT                                0.0812 eV
(pi*kT)^2                            0.00660 eV^2
Gamma at xi and 300 K                0.01469 eV
thermal addition relative to T=0     0.66 percent
Gamma at EF and 300 K                9.626e-05 eV
hbar/Gamma at EF and 300 K           6838 fs
test: counted / predicted pairs      0.996
test: integral/formula, xi=0.01 EF   0.991
test: exponent from 0.01 to 0.02 EF  1.987
test: kT=0.004 EF, xi=0              0.996
test: kT=0.004 EF, xi=0.01 EF        0.990
tests ok
```
